# Muon sites and the electrostatic potential of the unperturbed crystal

**Q:** I want to find where a positive muon stops in a crystal. It is a positive point charge, so I compute the electrostatic potential of the perfect crystal and look for its minima. Those are the muon sites. What could be wrong with that?

**A:** The potential answers a different question: what would an infinitesimal test charge cost? A muon carries a full charge, and both electrons and nuclei respond to it. Take the electrons first, with the nuclei fixed. Give the muon at $\mathbf r$ a charge $\lambda$ and write, in atomic units,
$$H_\lambda=H_0+\lambda W,\qquad W=\sum_I\frac{Z_I}{|\mathbf r-\mathbf R_I|}-\sum_i\frac{1}{|\mathbf r-\mathbf r_i|}.$$
By the Hellmann–Feynman theorem $dE_\lambda/d\lambda=\langle W\rangle_\lambda=\phi_\lambda(\mathbf r)$, the potential at the muon in the crystal already polarized by charge $\lambda$. Integrating,
$$E(\mathbf r)-E_0=\int_0^1\phi_\lambda(\mathbf r)\,d\lambda .$$
Your $\phi_0$ is the integrand at $\lambda=0$. Using the unperturbed ground state as a trial state for $H_1$ also gives $E(\mathbf r)-E_0\le\phi_0(\mathbf r)$. So $\phi_0$ is an upper bound, and the gap depends on position.

**Q:** Is the gap large enough to matter?

**A:** It can be a few eV. Take one electron in one dimension, with every Coulomb interaction softened to $1/\sqrt{x^2+1}$, bound to a unit charge, and put a second unit charge 2 bohr away. Solved on a grid, the first-order term is $-1.34$ eV and the full change is $-3.84$ eV. That is a toy: it shows that the gap can reach electronvolts, not how large it is in a real bond, where it can be much larger.

For neutral muonium the host holds one more electron. If that electron starts in an extended state of a large crystal, its contribution to $\phi_0$ is negligible.

**Q:** Then let me at least see what $\phi_0$ says about silicon's structure. Where are its minima?

**A:** Electrons have charge density $-n$, so away from the nuclei Poisson's equation reads $\nabla^2\phi_0=4\pi n$. At the tetrahedral cage site of the diamond lattice, symmetry permits no preferred vector, so the gradient vanishes, and no preferred axis, so the three curvatures are equal. Each is $4\pi n/3>0$. The cage site is therefore a local minimum of $\phi_0$, whatever the detailed density.

Symmetry does not settle the bond centre, so I use overlapping neutral atoms, each with core charge $Z$ and density $n=(Z\kappa^3/8\pi)e^{-\kappa r}$. The potential of one atom is
$$\phi(r)=Z\left(\frac1r+\frac\kappa2\right)e^{-\kappa r}.$$
To confirm it, differentiate $r\phi$ twice. The result is $(Z\kappa^3r/2)e^{-\kappa r}$, and dividing by $r$ gives $4\pi n$. The limits $Z/r$ at the nucleus and zero at infinity are also right.

Let $a$ be half the bond length. The two nearest atoms give a curvature across the bond of $2\phi'(a)/a$, with
$$\phi'(r)=-Ze^{-\kappa r}\left(\frac1{r^2}+\frac\kappa r+\frac{\kappa^2}{2}\right)<0 .$$
They push a displaced muon further off the axis. With $Z=4$, $\kappa=2.4$ Å$^{-1}$ and a 2.35 Å bond, summing over the lattice gives 14.6 eV at the bond centre and 2.2 eV at the cage. The bond-centre curvatures are $-32$ eV/Å$^2$ across and $+114$ eV/Å$^2$ along: a saddle.

**Q:** You left out the covalent bond charge, which should attract the muon.

**A:** It does. Move 0.2 electron from the two atoms into a Gaussian of width 0.5 Å on this one bond. The potential there drops by 2.5 eV, but the curvature across is still $-27$ eV/Å$^2$. More bond charge weakens the sideways curvature further, and in this Gaussian model enough of it reverses the sign: about 1.25 electrons at width 0.5 Å, but only about 0.24 at width 0.3 Å. So the model alone does not fix the sign. A Hartree–Fock density for the Si–Si bond of disilane, a molecule rather than the crystal, gives about $-19$ eV/Å$^2$ across the bond centre: still a saddle, though weaker than the overlapping-atom value.

**Q:** So the bond centre is ruled out, unless the electronic response rescues it.

**A:** We need a total energy to decide that. I shall use a local model with silicon-like round parameters, not a first-principles calculation. Each neighbour points one hybrid orbital at the muon, and the muon contributes its 1s orbital. Three electrons occupy these three orbitals: two from the broken host bond and one from muonium. Set the site levels equal to zero, the muon–hybrid hopping to $-t$ and the hybrid–hybrid hopping to $-b$.

The odd combination of hybrids cannot couple to the muon at the centre, and has energy $+b$. The even combination has energy $-b$ and couples to the muon through $-\sqrt2\,t$, so
$$E^2+bE-2t^2=0,\qquad E_\pm=\frac{-b\pm Q}{2},\qquad Q=\sqrt{b^2+8t^2}.$$
Two electrons fill $E_-$. The third takes the odd level if $b<E_+$, which means $3b<Q$, or $b<t$. The electronic energy is then $2E_-+b=-Q$. The odd electron has a node at the muon.

**Q:** And the repulsion and the lattice?

**A:** Let both neighbours move outward by $u$, so the muon–neighbour distance is $d=a+u$. Take
$$t=Cq,\quad q=e^{-(d-d_1)/L},\qquad b=Vp,\quad p=e^{-2u/L_b}.$$
Add a repulsion $Cq^2$ per muon bond and $Vp^2$ between the neighbours. A single muon bond then has energy $-2Cq+Cq^2$, with minimum $-C$ at $d=d_1$. The host bond similarly has minimum $-V$ at $u=0$. The back bonds cost $\tfrac12ku^2$ per neighbour. Relative to the intact host plus distant muonium,
$$E(u)=2Cq^2-Q+Vp^2+ku^2+V.$$
The parameters are $C=3.3$ eV, $d_1=1.48$ Å, $V=2.3$ eV, $L=L_b=0.7$ Å and $k=3$ eV/Å$^2$.

With the neighbours frozen, $d=1.175$ Å, $t=5.10$ eV and $b=2.30$ eV, so
$$E(0)=15.78-14.61+2.30+0+2.30\simeq5.76\ \text{eV}.$$
This includes the electronic response within the model. It does not rescue the site energetically.

**Q:** High energy is not instability. Would the muon stay there?

**A:** Displace it by a small $y$ across the bond. Both distances grow by $y^2/2d$. The hybrids also point slightly past the muon. Their s part does not care about direction, while their p part contributes a cosine, so the hopping acquires the factor
$$1-\eta+\eta\cos\theta\simeq1-\frac{\eta y^2}{2d^2},$$
with $\eta=0.7$ here. Let $F(d)=2Cq^2-Q$ at fixed $b$. Since $q'=-q/L$ and $\partial(-Q)/\partial\ln t=-8t^2/Q$,
$$F'=\frac1L\left(-4Cq^2+\frac{8t^2}{Q}\right),\qquad
\delta E=\frac{F'y^2}{2d}+\frac{8t^2}{Q}\,\frac{\eta y^2}{2d^2}.$$
Setting $\delta E=\tfrac12K_\perp y^2$,
$$K_\perp=\frac{F'}{d}+\frac{8\eta t^2}{Qd^2}.$$
The first term is buckling: a compressed muon, $F'<0$, gains energy by slipping sideways. The second is the resistance of directional bonds. For frozen neighbours,
$$K_\perp=-21.0+7.2=-13.8\ \text{eV/Å}^2 .$$
Following the muon off the axis by diagonalizing the three-orbital matrix, the energy falls steadily to 0.28 eV at $y=2$ Å. Thus the frozen total energy also has a saddle here.

**Q:** Now you have convinced me of my own conclusion. The site is unstable by either measure.

**A:** For frozen neighbours, yes. But look at the force on them. Differentiating $E(u)$ at $u=0$ gives three parts: $F'=-24.7$ eV/Å from the muon, $-4V/L_b=-13.1$ eV/Å from the host repulsion, and $2b^2/(L_bQ)=+1.0$ eV/Å from the dependence of $Q$ on $b$. Both neighbours move, so each feels half the total, 18.4 eV/Å outward. Dividing by $k$ would predict a displacement of about 6 Å. That treats the force as constant, whereas it drops rapidly as the neighbours move apart, so the whole curve must be minimized.

The numerical minimum is at $u=0.44$ Å, where $d=1.62$ Å, $t=2.71$ eV and $b=0.65$ eV:
$$E=4.43-7.68+0.18+0.59+2.30\simeq-0.17\ \text{eV}\ (-0.006\ \text{hartree}).$$
Relaxation has lowered the energy by 5.9 eV, net of an elastic cost of 0.6 eV. The host bond has opened by 38 percent.

**Q:** The neighbours are still being pushed outward, since their springs are stretched. Doesn't the muon still buckle?

**A:** The compression has not vanished: $F'=-1.8$ eV/Å. But it has fallen far more than the directional term:
$$K_\perp=-1.10+2.04=+0.94\ \text{eV/Å}^2 .$$
Finding the zero of $K_\perp$ numerically gives a threshold $u_c=0.36$ Å. If the neighbours are held at a smaller displacement, the muon is unstable across the bond. The relaxed displacement is about 25 percent beyond the threshold, so most of the relaxation is needed before the site becomes stable.

With purely central forces, $\eta=0$, the relaxed site would have $K_\perp=F'/d<0$. Relaxation alone is therefore insufficient in this model; directional bonding must take over.

**Q:** Perhaps the muon now prefers to move along the widened bond and attach itself to one neighbour.

**A:** That is the other way to fail. Move it by $x$ along the bond, so the two hoppings become $t_{1,2}=te^{\mp x/L}$. Their product stays $t^2$, while
$$t_1^2+t_2^2=2t^2\cosh\frac{2x}{L}\simeq2t^2+\frac{4t^2x^2}{L^2}.$$
The repulsion rises by $4Cq^2x^2/L^2$ for the same reason.

Write the orbital energies as $-\alpha_j$, with $\alpha_1$ the largest and $\alpha_3$ the smallest. The determinant gives
$$\alpha^3-S\alpha-2bt^2=0,\qquad S=t_1^2+t_2^2+b^2 .$$
The roots sum to zero, so the electronic energy is $-2\alpha_1-\alpha_2=-(\alpha_1-\alpha_3)$. At $x=0$ the roots are $\alpha_{1,3}=(b\pm Q)/2$ and $\alpha_2=-b$. Differentiating the cubic gives $d\alpha/dS=\alpha/(3\alpha^2-S)$. The denominator is the product of the differences from the other two roots: $Q(\alpha_1+b)$ for $\alpha_1$ and $-Q(\alpha_3+b)$ for $\alpha_3$. Hence
$$\frac{d(\alpha_1-\alpha_3)}{dS}=\frac1Q\left[\frac{\alpha_1}{\alpha_1+b}+\frac{\alpha_3}{\alpha_3+b}\right]
=\frac{4t^2-b^2}{2Q(t^2-b^2)},$$
where I used $\alpha_1+\alpha_3=b$ and $\alpha_1\alpha_3=-2t^2$. Multiplying by $\delta S=4t^2x^2/L^2$, subtracting from the repulsion and equating to $\tfrac12K_\parallel x^2$,
$$K_\parallel=\frac8{L^2}\left[Cq^2-\frac{t^2(4t^2-b^2)}{2Q(t^2-b^2)}\right].$$
It is 59 eV/Å$^2$ for frozen neighbours and 3.7 eV/Å$^2$ after relaxation. The site has softened along the bond but remains stable.

**Q:** Could the neighbours shift together and undo that?

**A:** Let one move outward by an extra $v$ and the other inward by $v$. Their separation is unchanged, and the muon's position relative to them depends on $x+v$. The energy change is $\tfrac12K_\parallel(x+v)^2+kv^2$, which is positive for any nonzero displacement if $K_\parallel>0$. The symmetric motion is already at its minimum, and reflection symmetry separates the motion in $y$. So this is a minimum in all the model's coordinates. The neighbours move along the axis in this model; their sideways motion is not included.

A grid scan gives a feel for the depth. At each $y$ up to 2 Å, I took the lowest energy over $|x|\le1$ Å and over outward displacements of each neighbour up to 0.8 Å. The highest of these lies 0.9 eV above the minimum. Apart from grid error, a path that reaches $y=2$ Å without leaving these ranges must climb at least that far. Paths that swing further along the bond, past a neighbour, are not covered by this bound. Cage atoms are absent, so this is not a prediction of silicon's barrier.

**Q:** A muon is light. Does its zero-point motion destroy such a soft site?

**A:** Solving its Schrödinger equation on a grid, with the neighbours clamped at $u=0.44$ Å, gives a zero-point energy of 0.43 eV. The harmonic value, $\tfrac12\hbar\omega_\parallel+\hbar\omega_\perp$ with $\omega=\sqrt{K/m_\mu}$, is 0.37 eV, about 14 percent below the grid result. Relaxing the neighbours again with this energy included moves $u$ to 0.45 Å, still beyond the threshold. The muon's rms distance from the axis is 0.44 Å, so the "site" is a cloud rather than a point.

The total is now $+0.26$ eV relative to distant muonium at rest. That sign does not rank the bond centre against the cage: the cage needs its own relaxed energy and zero-point energy, which this model does not supply.

**Q:** How much of this should I believe for real silicon?

**A:** The bond length, bond energies and muon–host distance are in the rough range of silicon and its bonds to hydrogen; $k$ is an effective stiffness. Bond-centred muonium is an observed centre in silicon, and first-principles calculations give it an outward relaxation of roughly 0.4 Å per neighbour, similar to the model's. Real silicon also relaxes beyond the first neighbours, which softens $k$. Other parameters fixed, $k=2$ eV/Å$^2$ gives $u=0.48$ Å and $E=-0.38$ eV, while $k=4$ eV/Å$^2$ gives 0.42 Å and $+0.02$ eV, both without zero-point energy. Lowering the muonium level by 2 eV reduces $K_\parallel$ to 1.1 eV/Å$^2$; reducing $\eta$ to 0.5 lowers $K_\perp$ to 0.35 eV/Å$^2$. The site survives each of these changes, but not larger ones: lowering the muonium level by 4 eV makes the exact centre unstable along the bond, with minima about 0.07 Å to either side, and $K_\perp$ turns negative once $\eta$ falls below about 0.38.

Electron repulsion is a further uncertainty. A mean-field estimate of its change on the muon's 1s orbital, relative to an equally shared two-centre bond, is $17.0\,(0.458^2-0.25)\simeq-0.7$ eV, where 0.458 is the muon's weight in the doubly filled orbital. That exceeds the size of the relaxed energy itself, so I trust the mechanism more than the sign of $E$. In a doped device the centre may also change charge state, which calls for a separate calculation.

**Q:** Then what should I do with my map of $\phi_0$?

**A:** Use its minima as some of the starting points. Add bond centres and other plausible bonding positions, relax the host around each, and test small displacements in every direction. For a bond centre, it is safer to start with the neighbours already moved apart. Above all, do not optimize the muon first with the neighbours frozen: a muon slightly off the axis can then leave, and if it has gone far enough, relaxing the host afterwards will not bring it back. Let the muon and its neighbours relax together. Then compare total energies in the same charge state, with zero-point energy included.
